# Barrier for first-order hydrogen desorption from peak temperatures at several heating rates

## The result

A surface covered with hydrogen is heated at a constant rate \(\beta\), and the desorption rate passes through a maximum at the temperature \(T_p\). If desorption is first order, with a constant barrier \(E\) and a constant prefactor \(\nu\), then

\[
\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k_B}{E}-\frac{E}{k_BT_p}.
\]

Runs at different heating rates therefore lie on a straight line when \(\ln(\beta/T_p^2)\) is plotted against \(1/T_p\). The slope is \(-E/k_B\). No value of \(\nu\) has to be assumed, although \(\nu\) must be the same in all the runs; the intercept then supplies it.

Energies are per desorption event, in eV, and \(k_B=8.617\times10^{-5}\) eV/K. Inside logarithms, \(\beta\) stands for its value in K/s, \(T\) for its value in K, and \(\nu\) for its value in s\(^{-1}\). Other units would shift the intercept but not the slope.

## The model

Let \(\theta\) be the fraction of adsorption sites holding a hydrogen atom. First-order loss means

\[
-\frac{d\theta}{dt}=k(T)\,\theta,\qquad k(T)=\nu e^{-E/k_BT},\qquad T=T_0+\beta t .
\]

Here \(E>0\), and neither \(E\) nor \(\nu\) depends on coverage or temperature. Desorbed gas is removed and does not return to the surface. The detector signal is proportional to the instantaneous rate \(r=k\theta\). Hydrogen leaves as H\(_2\), so the number of molecules is half the number of lost atoms, but a constant factor does not move the maximum.

## The peak condition

The rate changes for two reasons: heating raises \(k\), and desorption lowers \(\theta\). The product rule gives

\[
\frac{dr}{dt}=\theta\frac{dk}{dt}+k\frac{d\theta}{dt}
=\theta\beta\frac{dk}{dT}-k^2\theta .
\]

The derivative of the rate constant follows from \(d(-E/k_BT)/dT=E/(k_BT^2)\):

\[
\frac{dk}{dT}=\frac{E}{k_BT^2}\,k .
\]

Hence

\[
\frac{dr}{dt}=\theta k\left(\frac{\beta E}{k_BT^2}-k\right).
\]

The coverage is \(\theta_0\exp(-\int k\,dt)\), which stays positive, and \(k\) is positive too. The bracket must therefore vanish at the maximum:

\[
\frac{\beta E}{k_BT_p^2}=\nu e^{-E/k_BT_p}.
\]

The coverage has cancelled. This is the special property of first order: neither the initial coverage nor the starting temperature affects \(T_p\), provided that the ramp contains the peak.

To see that there is one peak, define

\[
f(T)=\frac{k_BT^2k(T)}{\beta E},\qquad
\frac{dr}{dt}=\theta k^2\left(\frac1f-1\right).
\]

Both \(T^2\) and \(k(T)\) increase with temperature, so \(f\) increases strictly. It tends to zero as \(T\to0\) and grows without bound as \(T\to\infty\). It equals one at a single temperature. Below it the signal rises; above it the signal falls. A ramp that starts above this temperature shows a falling signal from the outset, and its largest reading must not be used as \(T_p\).

## From the peak condition to the barrier

Multiply the peak condition by \(k_B/E\):

\[
\frac{\beta}{T_p^2}=\frac{\nu k_B}{E}\,e^{-E/k_BT_p}.
\]

Taking the logarithm gives the stated line. For two runs, labelled 1 and 2, subtract the first equation from the second. The unknown term \(\ln(\nu k_B/E)\) disappears:

\[
\ln\left[\frac{\beta_2}{\beta_1}\left(\frac{T_1}{T_2}\right)^2\right]
=\frac{E}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right).
\]

Thus

\[
E=k_B\,\frac{\ln[(\beta_2/\beta_1)(T_1/T_2)^2]}{1/T_1-1/T_2}.
\]

With more runs, a least-squares line uses all the peaks. If its intercept is \(b\), then \(b=\ln(\nu k_B/E)\), and so

\[
\nu=\frac{E}{k_B}e^b .
\]

The division by \(T_p^2\) matters. Solving the line for \(\ln\beta\) gives

\[
\ln\beta=\text{constant}+2\ln T_p-\frac{E}{k_BT_p}.
\]

Since \(d\ln T/d(1/T)=-T\), the local slope of \(\ln\beta\) against \(1/T_p\) is

\[
\frac{d\ln\beta}{d(1/T_p)}=-\frac{E+2k_BT_p}{k_B}.
\]

Plotting \(\ln\beta\) alone would therefore overestimate the barrier by about \(2k_BT_p\).

## Worked example

Take \(E=2.5\) eV and \(\nu=10^{15}\) s\(^{-1}\). Integrating the coverage equation numerically from full coverage, and locating the maxima of the computed rate, gives:

| \(\beta\) (K/s) | \(T_p\) (K) | \(1000/T_p\) (K\(^{-1}\)) | \(\ln(\beta/T_p^2)\) |
|---:|---:|---:|---:|
| 0.5 | 759.05 | 1.31744 | −13.9573 |
| 1 | 772.35 | 1.29474 | −13.2989 |
| 2 | 786.12 | 1.27207 | −12.6411 |
| 5 | 805.07 | 1.24213 | −11.7724 |
| 10 | 820.01 | 1.21950 | −11.1160 |

These peaks were found without using the peak condition. The slowest and fastest runs give

\[
E=k_B\frac{-11.1160+13.9573}{(1.31744-1.21950)\times10^{-3}\ \mathrm{K^{-1}}}
=k_B(2.901\times10^4\ \mathrm K)=2.50\ \mathrm{eV}.
\]

The line through all five points has slope \(-29011\) K and intercept 24.2633. It returns 2.500 eV, or 241.2 kJ/mol, and

\[
\nu=29011\,e^{24.2633}\ \mathrm{s^{-1}}=1.00\times10^{15}\ \mathrm{s^{-1}}.
\]

Plotting \(\ln\beta\) alone gives 2.636 eV. The excess of 0.136 eV agrees with \(2k_BT\) at the mean peak temperature of 788.5 K.

Changing the prefactor to \(10^{13}\) s\(^{-1}\), with the barrier and heating rates held fixed, moves the peaks to between 856.86 and 934.76 K. The fitted barrier is still 2.500 eV. A smaller prefactor lowers the line by a constant, and the system must become hotter before it desorbs at the required rate.

## Why one run is insufficient

A single peak gives one equation for two unknowns. Write it as

\[
\ln\nu=\ln\frac{\beta}{k_BT_p^2}+\ln E+\frac{E}{k_BT_p}.
\]

At fixed measured \(\beta\) and \(T_p\),

\[
\frac{d\ln\nu}{dE}=\frac1E+\frac1{k_BT_p},
\qquad
\frac{dE}{d\ln\nu}=\frac{k_BT_p}{1+k_BT_p/E}.
\]

For the run at 2 K/s, \(k_BT_p=0.0677\) eV. A factor of ten in the assumed prefactor changes the inferred barrier by

\[
\frac{0.0677}{1+0.0677/2.5}\ln10\ \mathrm{eV}=0.152\ \mathrm{eV}.
\]

Assuming \(10^{13}\) instead of the true \(10^{15}\) s\(^{-1}\) gives 2.197 eV, an error of 0.303 eV. Several heating rates replace this assumption by a measurement of how the peak moves.

## Random temperature errors

The peak moves by only 61 K while \(\beta\) changes twentyfold, so the method needs good thermometry. Suppose one peak temperature is recorded as \(T_p+\delta\), with \(\delta\) small. To first order its coordinates change by

\[
\delta x=-\frac{\delta}{T_p^2},\qquad
\delta y=-\frac{2\delta}{T_p},
\]

where \(x=1/T_p\) and \(y=\ln(\beta/T_p^2)\). The true line has slope \(-E/k_B\), so the vertical displacement of the point from it is

\[
\delta y+\frac{E}{k_B}\delta x
=-\left(\frac{E}{k_BT_p}+2\right)\frac{\delta}{T_p}.
\]

For independent errors with standard deviation \(\sigma_T\), point \(i\) has the vertical uncertainty

\[
\sigma_i=\left(\frac{E}{k_BT_i}+2\right)\frac{\sigma_T}{T_i}.
\]

An unweighted least-squares slope is \(\sum(x_i-\bar x)y_i/\sum(x_i-\bar x)^2\). The variances of independent terms add, which gives

\[
\sigma_E=k_B\frac{\left[\sum_i(x_i-\bar x)^2\sigma_i^2\right]^{1/2}}
{\sum_i(x_i-\bar x)^2}.
\]

With \(\sigma_T=2\) K, \(\sigma_i\) is about 0.098 near the mean temperature, and the table gives \(\sum(x_i-\bar x)^2=6.19\times10^{-9}\) K\(^{-2}\). Then

\[
\sigma_E\approx k_B\frac{0.098}{\sqrt{6.19\times10^{-9}}\ \mathrm{K^{-1}}}
\approx0.11\ \mathrm{eV}.
\]

The full sum gives 0.108 eV, and random trials with Gaussian errors of 2 K give the same value. This is about 4% of the barrier. The prefactor is less well determined: the intercept is \(b=\bar y+E\bar x/k_B\), so an error of 0.108 eV in \(E\) changes \(b\) by about 1.6 and \(\nu\) by a factor of about five.

A wider range of heating rates helps because it spreads the points along the \(1/T_p\) axis. If the range is widened by adding faster ramps, however, errors proportional to the heating rate become more important, because they grow as \(\beta\) while the peak temperature moves only roughly as \(\ln\beta\).

## Thermometer and pumping delays

If the thermometer is closer to the heater than the sample is, its reading may lead the sample temperature by a time \(t_L\). The recorded peak is then \(T_p+\beta t_L\). For \(t_L=1\) s, the slowest peak is recorded 0.5 K too high and the fastest 10 K too high. The two end points now give

\[
E_{\rm app}=k_B\frac{\ln[20(759.55/830.01)^2]}
{1/759.55-1/830.01}\ \mathrm K
\approx2.17\ \mathrm{eV}.
\]

The five-point fit gives 2.18 eV, about 13% below the true barrier. The points may look orderly, but their spacing in temperature is wrong.

A common offset is less harmful. If all the readings are 5 K high, the fitted barrier is 2.533 eV, an error of only 0.033 eV, because the spacing between the peaks in kelvin is preserved.

Slow pumping also delays the recorded peak. Let the pressure signal \(s\), scaled to the desorption rate, obey

\[
\tau\frac{ds}{dt}=r-s .
\]

For a delay short compared with the peak width, \(s(t)\approx r(t-\tau)\) to first order in \(\tau\). The peak is therefore recorded about \(\beta\tau\) too high. With \(\tau=0.2\) s and \(\beta=10\) K/s this estimate is 2 K; integration gives 1.91 K. The fitted barrier falls to 2.432 eV.

## A straight line does not prove first order

Consider second-order desorption, with \(r=k\theta^2\) and \(d\theta/dt=-r\). Then

\[
\frac{dr}{dt}=\theta^2\beta\frac{dk}{dT}-2k^2\theta^3,
\]

and the peak condition becomes

\[
\frac{\beta E}{k_BT_p^2}=2\theta_pk(T_p).
\]

The coverage \(\theta_p\) at the peak now appears. To find it, integrate the rate equation from the initial coverage \(\theta_0\):

\[
\frac1{\theta_p}-\frac1{\theta_0}=\frac1\beta\int_{T_0}^{T_p}k\,dT .
\]

Because \(k=(k_BT^2/E)\,dk/dT\), integration by parts gives, for a start cold enough that \(k(T_0)\) is negligible,

\[
\int_{T_0}^{T_p}k\,dT
=\frac{k_BT_p^2}{E}k(T_p)-\int_{T_0}^{T_p}\frac{2k_BT}{E}k\,dT .
\]

The last term is smaller by a factor of order \(2k_BT_p/E\), about 0.05 here. At leading order it can be dropped. The peak condition then makes the right-hand side of the integrated rate equation equal to \(1/(2\theta_p)\), so

\[
\frac1{\theta_p}-\frac1{\theta_0}\approx\frac1{2\theta_p},
\qquad \theta_p\approx\frac{\theta_0}{2}.
\]

Thus \(2\theta_p\approx\theta_0\), nearly the same in every run if the initial coverage is held fixed. It changes the intercept, but hardly the slope. Starting from full coverage, the second-order calculation gives 2.503 eV, and the largest departure from its fitted line is a few times \(10^{-5}\) in \(\ln(\beta/T_p^2)\). Neither the line nor its slope reveals the wrong order.

A different experiment does distinguish the two laws: hold \(\beta\) fixed and vary \(\theta_0\). In the first-order model the peak stays put. In the second-order model a smaller \(\theta_0\) requires a larger \(k(T_p)T_p^2\), so the peak moves to higher temperature.

## When the barrier or prefactor varies

Suppose first that the prefactor is proportional to \(T\). Then \(dk/dT=k(E+k_BT)/(k_BT^2)\), and the peak condition gives

\[
\ln\frac{\beta}{T_p^2}=\text{constant}+\ln T_p-\ln(E+k_BT_p)-\frac{E}{k_BT_p}.
\]

Differentiate with respect to \(u=1/(k_BT_p)\), using \(dT_p/du=-k_BT_p^2\). The apparent barrier, minus this slope, is

\[
E_{\rm app}=E+k_BT_p-\frac{(k_BT_p)^2}{E+k_BT_p}
=E+\frac{E\,k_BT_p}{E+k_BT_p}.
\]

At the mean peak temperature the added term is 0.066 eV, in agreement with the fitted value of 2.566 eV.

Next let the barrier fall with coverage as \(E-w\theta\). With \(w=0.10\) eV and full initial coverage, the fit gives about 2.42 eV (2.422 eV for a ramp started at 620 K, 2.423 eV for one started at 550 K); from half coverage it gives about 2.46 eV. This is an effective value for the chosen starting coverage, not the barrier of either the full or the empty surface.

Tunnelling makes the rate constant fall less steeply on cooling. The Wigner correction multiplies it by \(1+(h\nu_b/k_BT)^2/24\), where \(\nu_b\) is the frequency associated with the barrier top. For a rough wavenumber of 1000 cm\(^{-1}\) the factor is 1.14 at the mean peak temperature. It raises the rate by 14%, yet lowers the fitted barrier by only 0.017 eV, because the slope responds to the change of the factor with temperature rather than to its size. The Wigner form is only the leading term in \(h\nu_b/k_BT\), which is 1.8 here. The full parabolic-barrier factor \((h\nu_b/2k_BT)/\sin(h\nu_b/2k_BT)\) gives a lowering of 0.021 eV. The shift also grows quickly with the assumed frequency: at 2000 cm\(^{-1}\) it is 0.05 eV with the Wigner form and 0.11 eV with the parabolic one.

## Hydrogen on a silicon growth surface

The example's parameters lie in the rough regime of hydrogen leaving the monohydride-covered silicon (100) surface, where the peak is near 800 K at heating rates of a few K/s. They are round model values, not a fit to data. Such desorption matters in vapour-phase epitaxy because hydrogen occupies sites needed by incoming growth species. At the 2 K/s peak, the model rate constant is

\[
k(T_p)=\frac{\beta E}{k_BT_p^2}
=\frac{2\times29011}{786.12^2}\ \mathrm{s^{-1}}
=0.094\ \mathrm{s^{-1}},
\]

so the mean residence time at that temperature would be about 11 s.

Two hydrogen atoms must leave together, which at first suggests second order. Near-first-order behaviour can arise if the atoms are already paired on surface dimers. In a simple equilibrium model, let \(n_0\), \(n_1\) and \(n_2\) be the fractions of empty, singly and doubly occupied dimers, with pairing energy \(\varepsilon\):

\[
n_1^2=4n_0n_2e^{-\varepsilon/k_BT},\qquad r=k\,n_2 .
\]

Strong pairing makes \(n_2\to\theta\), which is first order. Without pairing the two sites fill independently, so \(n_2=\theta^2\), which is second order. For a rough \(\varepsilon=0.25\) eV and full initial coverage, the fit gives 2.499 eV. From full coverage, incomplete pairing thus moves the barrier by only about 0.001 eV in this model. From a lower initial coverage a smaller fraction of the atoms is paired, and the fitted barrier falls further: by about 0.05 eV when one tenth of the sites are filled at the start.

For these numbers and full initial coverage, a 1 s temperature lead is a much larger concern than incomplete pairing or tunnelling. The model omits readsorption, defects and the additional hydrogen of dihydride species, which desorbs at lower temperature; their effects are not estimated here. A real analysis should select the monohydride peak, repeat a run at another initial coverage, and check the sample temperature at the fastest ramp. Most of the calculated values are collected in the numerical output below.

## Computed results

```
Boltzmann constant: 8.617333e-05 eV/K
Input barrier: 2.500 eV; input prefactor: 1.0e+15 1/s
beta (K/s) | Tp (K) | 1000/Tp (1/K) | ln(beta/Tp^2) | coverage at peak
  0.5 | 759.05 | 1.31744 | -13.9573 | 0.386
  1.0 | 772.35 | 1.29474 | -13.2989 | 0.387
  2.0 | 786.12 | 1.27207 | -12.6411 | 0.387
  5.0 | 805.07 | 1.24213 | -11.7724 | 0.388
 10.0 | 820.01 | 1.21950 | -11.1160 | 0.388
Fitted slope: -29011.3 K; intercept: 24.2633
Recovered barrier: 2.5000 eV = 241.2 kJ/mol
Recovered prefactor: 1.000e+15 1/s
Barrier from slowest and fastest runs, rounded Tp: 2.4999 eV
Other prefactor: 1.0e+13 1/s; recovered barrier: 2.5000 eV
Its peaks, slowest and fastest: 856.86, 934.76 K
Barrier if ln(beta) alone is plotted: 2.6360 eV
Mean peak temperature: 788.52 K; 2*kB*T there: 0.1359 eV
One run at 2.0 K/s, assumed 1e13 1/s: 2.1968 eV
One run, correct prefactor: 2.5000 eV
One-run barrier change per decade of prefactor: 0.1519 eV
Random temperature error: 2.0 K per peak
Barrier uncertainty, formula: 0.108 eV; trials: 0.108 eV
Apparent barriers when one neglected effect is present:
Thermometer reads 5.0 K high: 2.5327 eV
Thermometer leads sample by 1.0 s: 2.1787 eV
Pumping time 0.2 s: 2.4319 eV
Pumping shift at 10.0 K/s: 1.91 K
Prefactor proportional to T: 2.5662 eV
Barrier lowered by 0.10 eV at full coverage: 2.4220 eV
Pairing energy 0.25 eV: 2.4990 eV
Second-order desorption: 2.5029 eV
Largest misfit of second-order line in ln(beta/Tp^2): 5.1e-05
Tunnelling, barrier frequency 1000 1/cm: 2.4831 eV
Wigner rate factor at mean peak temperature: 1.139
```
